Total spin from spin-assigned wave functions: pure and mixed estimators, part 2

A spin-free Monte Carlo code labels N↑ of its N electrons up and N↓ down. This fixes M = (N↑ − N↓)/2 but not the total spin. The question is what the sampled S² says about the state, here for helium.

F(R) is the wave function at positions R for these labels, antisymmetric within each group, as any admissible trial function Ψ_T must be. P_ij interchanges r_i and r_j. On F, S² acts as ħ²Ô, with Ô = M(M+1) + N↓ − Σ_{i↑,j↓} P_ij Hermitian. Values of S² are in units of ħ²; functions are real.

The local value is O_L = (ÔF)/F and the exchange ratio ρ_ij = F(P_ijR)/F(R). Averaging O_L over |F|² gives the pure value: O_VMC for Ψ_T, O_pure for the projected state Φ. DMC walkers, distributed as ΦΨ_T, give the mixed value

O_mix = ⟨Φ|Ô|Ψ_T⟩ / ⟨Φ|Ψ_T⟩.  (6)

Pure values obey

|M|(|M|+1) ≤ ⟨S²⟩/ħ² ≤ (N/2)(N/2 + 1),  (7)

and, over |F|²,

var(ρ_ij) = ⟨|ρ_ij|²⟩ − ⟨P_ij⟩² = 1 − ⟨P_ij⟩².  (8)

For determinants of orthonormal orbitals φ_k (up) and χ_l (down),

⟨S²⟩/ħ² = M(M+1) + N↓ − Σ_{k,l} |⟨φ_k|χ_l⟩|².  (9)

For N↑ = N↓ = 1, Ô = 1 − P with P = P₁₂. Symmetric F is a singlet (Ô = 0), antisymmetric F a triplet (Ô = 2), and the pure value is twice the triplet weight. With k = e²/(4πε₀),

H = −(ħ²/2m)(∇₁² + ∇₂²) − 2k/r₁ − 2k/r₂ + k/r₁₂.

Full configuration interaction (CI) in products of Gaussians (18 s functions, three p exponents, one d) gave the lowest singlet and triplet energies E_S = −12.65078 aJ and E_T = −9.48141 aJ, so Δ = E_T − E_S = 3.16937 aJ and ħ/Δ = 33.27 as. The larger basis of section 10 has 24 s, 9 p, 6 d, 4 f and 2 g functions. a₀ is the Bohr radius. The "lattice" lines in the closing output belong to earlier tests of Ô.

### 11. A contaminated trial function in VMC

Take Ψ_T = exp(−a r₁ − b r₂) with chosen exponents a = 2/a₀ = 3.77945×10¹⁰ m⁻¹ and b = 1.4/a₀ = 2.64562×10¹⁰ m⁻¹. It is a product of two one-by-one determinants, so (9) gives ⟨S²⟩/ħ² = 1 − s², with s the overlap of the normalised orbitals (a³/π)^{1/2}e^{−ar} and (b³/π)^{1/2}e^{−br}. From ∫₀^∞ r²e^{−cr}dr = 2/c³,

s = ((ab)^{3/2}/π) · 4π · 2/(a+b)³ = [2√(ab)/(a+b)]³.

The Bohr radius cancels: 2√2.8/3.4 = 0.984306, s = 0.953653, ⟨P⟩ = s² = 0.909454, and

O_VMC = 1 − 0.909454 = 0.090546,

a triplet weight of 4.5 per cent. The ratio is ρ = exp(−a r₂ − b r₁)/exp(−a r₁ − b r₂) = exp[(a − b)(r₁ − r₂)]. Averaged over 2×10⁶ independent configurations drawn from Ψ_T² it gives 0.09050 ± 0.00029, tested against the formula to within five error bars (the actual difference is less than one). Equation (8) predicts the variance 1 − 0.909454² = 0.1729, the sample gives 0.1729, and √(0.1729/2×10⁶) = 0.00029 is the error bar. The tested statement is ⟨ρ²⟩ = 1. Its own error bar needs ⟨ρ⁴⟩ ∝ ∫Ψ_T(PR)⁴/Ψ_T(R)², whose r₁ integrand carries exp[−(4b − 2a)r₁]; this converges for 2b > a, which holds here.

For two electrons ⟨P⟩ = 1 − O_VMC, so the variance is O_VMC(2 − O_VMC). With n independent samples the error relative to O_VMC is √[(2 − O_VMC)/(n O_VMC)]. The absolute error vanishes with the contamination, and the relative error grows as its inverse square root.

### 12. Projection without a nodal constraint

Let Φ(τ) = e^{−τH/ħ}Ψ_T, as in DMC for a nodeless state or in any scheme that keeps the signs. A spin-free H is symmetric in the positions and commutes with every P_ij, hence with Ô, for any N. Splitting the exponential in two and moving one half through Ô,

O_mix(τ) = ⟨Ψ_T|e^{−τH/2ħ} Ô e^{−τH/2ħ}|Ψ_T⟩ / ⟨Ψ_T|e^{−τH/ħ}|Ψ_T⟩ = O_pure(τ/2).  (12)

The mixed value is then a pure value, that of the state projected for half the time, and it obeys the bounds (7). For helium, expand Ψ_T in eigenfunctions with coefficients k_n, each symmetric or antisymmetric:

O_mix(τ) = 2 Σ_{n triplet} k_n² e^{−τE_n/ħ} / Σ_n k_n² e^{−τE_n/ħ}.  (13)

The trial function was represented in the CI basis by the ground orbitals of hydrogen-like ions with nuclear charges 2 and 1.4, and its S² is tested against 0.090546. The mixed values at τ = 25, 50 and 100 as are 2.9447×10⁻², 1.1524×10⁻² and 2.0790×10⁻³. Each is tested against the second-quantised S² of Φ(τ/2). The pure value at 100 as, 8.5198×10⁻⁵, is by (12) the mixed value at 200 as. These digits belong to this basis: in the larger basis of section 10 the four values fall by 0.2, 0.3, 0.5 and 0.9 per cent and the decay times below by 0.03 to 0.05 as, while the percentage excesses of the rate over Δ/ħ stay as quoted.

Differentiating the logarithm of (13) gives the local rate

−d ln O_mix/dτ = (Ē_trip − Ē_all)/ħ,

where the bars are energy averages with the weights k_n²e^{−τE_n/ħ}, over the triplets and over all states. It tends to Δ/ħ. The decay times over successive windows are

25–50 as: 25/ln(2.9447/1.1524) = 25/0.938 = 26.6 as,
50–100 as: 50/ln(11.524/2.0790) = 50/1.713 = 29.2 as,
100–200 as: 100/ln(2.0790/0.085198) = 100/3.195 = 31.3 as,

and 33.07 as for 450–500 as, where the rate still exceeds Δ/ħ by 0.6 per cent of Δ/ħ. This excess comes from higher triplets. All excited states lie at least Δ above E_S, and x e^{−τx/ħ} decreases for x > ħ/τ, so Ē_all − E_S is at most Δe^{−τΔ/ħ} times the ratio of excited to ground weight in Ψ_T. At 450 as the exponential is e^{−13.5} ≈ 10⁻⁶, and this term lowers the rate. An increase of the rate can come only from Ē_trip − E_T. A fit of the gap to the early decay of O_mix overestimates it in this example, by 33.27/26.6 − 1 = 25 per cent in the first window.

### 13. The extrapolated estimator

Normalise Ψ_T, scale Φ so that Φ = Ψ_T + δ with ⟨δ|Ψ_T⟩ = 0, and put V = ⟨Ψ_T|Ô|Ψ_T⟩, x = ⟨δ|Ô|Ψ_T⟩. Then O_mix = V + x and O_pure = (V + 2x + ⟨δ|Ô|δ⟩)/(1 + ⟨δ|δ⟩). The extrapolated value is O_ext = 2O_mix − V = V + 2x, and subtracting over the common denominator,

O_ext − O_pure = [O_ext ⟨δ|δ⟩ − ⟨δ|Ô|δ⟩] / (1 + ⟨δ|δ⟩).  (14)

The error is quadratic in δ, while that of O_mix is in general linear. For S² under free projection this helps only at short times. By (12) O_pure(τ) = O_mix(2τ), so O_ext − O_pure = 2O_mix(τ) − O_mix(0) − O_mix(2τ) is second order in τ, while O_mix(τ) − O_mix(2τ) is first order. The quadratic law is only the limit τ → 0: in this example the error divided by τ² still changes from about −8×10⁻⁴ to −3×10⁻⁴ as⁻² between 0.05 and 4 as, and O_ext is closer than O_mix to the pure value at 10 as but farther from it at 15 as. In the projected limit it is no gain. At long times O_mix and O_pure both tend to zero, so O_ext tends to −V; at 500 as it is −0.09055, below the lowest eigenvalue of Ô, which is 0, and as far from the pure value as VMC is. This does not contradict (14): V is twice the squared triplet amplitude of Ψ_T, which δ has to cancel, so V is itself quadratic in δ. Where (12) holds the mixed value is to be reported as it stands.

### 14. Fixed nodes in the M = 0 triplet

In fixed-node DMC walkers do not cross the nodal surface of Ψ_T, and in each pocket Φ tends to the lowest eigenfunction of H that vanishes on the boundary. The proof of (12) needs the constrained evolution to commute with P, which requires the constraint to be invariant under P. Like-spin exchanges map the nodes of any admissible Ψ_T onto themselves; unlike-spin exchanges need not.

The effect can be computed without sampling in the s-wave model, where F depends on the radii only. The angular average of the repulsion, with μ the cosine of the angle between r₁ and r₂, is

½∫₋₁¹ dμ (r₁² + r₂² − 2r₁r₂μ)^{−1/2} = [(r₁ + r₂) − |r₁ − r₂|]/(2r₁r₂) = 1/r_>,

with r_> the larger radius. For u = r₁r₂F, which vanishes at r₁ = 0 and r₂ = 0,

H = −(ħ²/2m)(∂₁² + ∂₂²) − 2k/r₁ − 2k/r₂ + k/r_>.

The model has radial correlation and no angular correlation. The factor r₁r₂ is symmetric and cancels in the exchange ratio. Let S > 0 be the normalised ground state, symmetric, and A the normalised lowest triplet, PA = −A, with energies E_S, E_T and Δ = E_T − E_S now those of this model. A vanishes on the line r₁ = r₂, which divides the quadrant into two halves. The lowest antisymmetric state is the ground state of one half continued with opposite sign into the other, so it has one sign in each half. A₊ and A₋ denote A restricted to its positive and negative halves; PA₊ = −A₋ and ⟨A₊|A₊⟩ = ⟨A₋|A₋⟩ = ½.

Take Ψ_T = A + εS with ε > 0. Since ⟨A|S⟩ = 0 and PΨ_T = −A + εS, ⟨P⟩ = (−1 + ε²)/(1 + ε²), and

O_VMC = 2/(1 + ε²).  (15)

The node A = −εS lies inside the negative half. The pocket Ψ_T > 0 is the larger one and the pocket Ψ_T < 0 the smaller one. Let Φ be the ground state of one pocket, zero outside it, with the sign of Ψ_T, and E_± its energy. Writing PΨ_T = −Ψ_T + 2εS in (6),

O_mix = 1 − ⟨Φ|PΨ_T⟩/⟨Φ|Ψ_T⟩ = 2 − 2ε⟨Φ|S⟩/⟨Φ|Ψ_T⟩.  (16)

Green's theorem over the pocket moves the Laplacian from Ψ_T to Φ; the surface term Φ∇Ψ_T − Ψ_T∇Φ vanishes because both functions are zero on the boundary. Thus ⟨Φ|HΨ_T⟩ = E_±⟨Φ|Ψ_T⟩. Also HΨ_T = E_T A + εE_S S = E_TΨ_T − εΔS, so

E_± = E_T − εΔ ⟨Φ|S⟩/⟨Φ|Ψ_T⟩.  (17)

The denominator is positive in both pockets. ⟨Φ|S⟩ is positive in the larger pocket, where Φ > 0, and negative in the smaller one. Hence E₊ < E_T < E₋: the fixed-node energy of the larger pocket lies below the triplet energy and is no upper bound to it. Eliminating the overlap ratio between (16) and (17),

O_mix,± = 2 − 2(E_T − E_±)/Δ.  (18)

For this two-state trial function the mixed spin measures the energy bias, and in the smaller pocket O_mix exceeds 2, the largest eigenvalue of Ô. As ε → 0 the larger pocket shrinks to the positive half, Φ → A₊, and (16) gives

2 − O_mix,+ → 2ε⟨A₊|S⟩/⟨A₊|A⟩,  (19)

linear in ε, whereas 2 − O_VMC = 2ε²/(1 + ε²) is quadratic.

The populations of the pockets grow as e^{−τE_±/ħ}, so their ratio falls as exp[−τ(E₋ − E₊)/ħ] and Φ ends in the larger pocket. Before that, once each pocket has relaxed internally, the walker average is w₊O_mix,+ + w₋O_mix,−, with w_± the population fractions.

The pure value of a one-pocket Φ is 1 − ∫Φ(R)Φ(PR)/∫Φ², and the integrand is nonzero only where R and PR both lie in the pocket. The smaller pocket, A < −εS, has the image A > εS, which is disjoint from it, so its pure value is 1. The larger pocket, A > −εS, overlaps its image A < εS in the strip |A| < εS, where the integrand is positive, so its pure value is below 1 and approaches 1 as the strip closes. The one-pocket state is close to an equal mixture of singlet and triplet, however small ε is. Equation (14) shows why extrapolation cannot find this. For ε → 0 the scaling ⟨Ψ_T|Φ⟩ = 1 gives Φ = 2A₊ and δ = 2A₊ − A = A₊ − A₋ = |A|, which has ⟨δ|δ⟩ = 1 and, being symmetric, Ôδ = 0. Then O_ext = 2 and the error is 2·1/(1 + 1) = 1.

At ε = 0 the pockets are degenerate and Φ = αA₊ + βA₋, with amplitudes set by the starting population. PΦ = −αA₋ − βA₊ gives ⟨Φ|P|Φ⟩ = −αβ(½ + ½) and ⟨Φ|Φ⟩ = (α² + β²)/2, so

O_pure = 1 + 2αβ/(α² + β²),

while O_mix = 2 for any amplitudes because Ψ_T = A is an eigenfunction. For α = 1, β = 0.5 the formula gives 1 + 1/1.25 = 1.8, tested on the grid, where the mixed value comes out as 2.00000.

### 15. Fixed-node numbers

H was discretised on an exponentially spaced radial grid of 160 intervals out to 1.5875×10⁻⁹ m, with a three-point kinetic operator that is symmetric and has negative off-diagonal elements. Its eigenvectors S and A, found without imposing symmetry, are tested to have S² = 0 and 2ħ². The grid energies are −12.5550 aJ and −9.4822 aJ. Extrapolation in the square of the spacing, from 80 and 160 intervals, gives −12.5518 aJ and −9.4792 aJ, tested against full CI with the 18 s functions alone, which gives the same four decimals. The 160-interval energies lie 0.003 aJ below the extrapolated ones; all pocket quantities refer to the grid values, with Δ = 3.07282 aJ.

The node was imposed by the lattice fixed-node rule. Couplings from a point R in the pocket to points R′ outside are removed and the diagonal term Σ_{R′ outside} H(R, R′)Ψ_T(R′)/Ψ_T(R) is added. This term is positive, since H(R, R′) < 0 and the ratio is negative, and it amounts to continuing Φ across the node in proportion to Ψ_T. The effective matrix is symmetric and acts on Ψ_T inside the pocket as H does, which is the lattice form of the Green's-theorem step. The test of (18) on the grid therefore checks the algebra and the coding; evidence about the continuum comes from the test of grid independence, O_mix,+ = 1.95533 with 80 intervals and 1.95535 with 160. On finer grids the pocket energy differences, mixed values and slope quoted below move by at most one or two units in the last digit shown.

For ε = 0.05, (15) gives 2/1.0025 = 1.99501. The pocket energies are E₊ = −9.55079 aJ and E₋ = −9.43955 aJ, so E_T − E₊ = 0.06860 aJ and E_T − E₋ = −0.04264 aJ, and (18) gives

O_mix,+ = 2 − 2(0.06860/3.07282) = 1.95535,
O_mix,− = 2 + 2(0.04264/3.07282) = 2.02775,

as found from the weighted average of the ratio in each pocket. In the larger pocket O_ext = 2(1.95535) − 1.99501 = 1.91569, and the pure value is 0.99790. The extrapolated value misses the pure one by 0.92 ħ². With equal populations the walker average would be (1.95535 + 2.02775)/2 = 1.99155, and it drifts to 1.95535 on the time scale ħ/(E₋ − E₊) = 1.05457×10⁻³⁴ J s / 0.11124 aJ = 0.948 fs. By (17) this time grows as 1/ε for small ε, so a run with a nearly correct node can end before the drift is complete.

The slope in (19) is 2(0.16824)/0.50000 = 0.6730, tested against (2 − O_mix,+)/ε = 0.6745 at ε = 0.0005. At ε = 0.05 the linear term is 0.0336, whereas the computed shifts are 0.0447 and 0.0278 in magnitude, so the linear law is wrong by a quarter of the computed shift in the larger pocket. The two shifts are values of one function. Applying P and a sign to the smaller pocket of A + εS gives the positive pocket of A − εS, and O_mix is unchanged because Ô commutes with P. With f(ε) = 2 − O_mix,+ the data are f(0.05) = 0.04465 and f(−0.05) = −0.02775. The odd part is 0.0362, within 8 per cent of the linear term, and the even part is 0.0085, or 3.4ε². The small-ε value gives (0.6745 − 0.6730)/0.0005 ≈ 3 for the same coefficient. This suggests a quadratic correction with a coefficient near 3, which is a conjecture from these three points; no expansion beyond (19) has been derived.

### 16. What to report

With a Ψ_T that is a spin eigenfunction, O_L is constant, and the estimator checks the trial function and the code but carries no information on Φ. Under projection without a nodal constraint O_mix(τ) is the pure value at τ/2 and needs no correction. Under a fixed-node constraint that is not invariant under the unlike-spin exchanges, O_mix is only the matrix element (6), and in the helium model, once Φ has ended in one pocket, neither it nor O_ext approximates the spin of Φ. While the two pockets still carry nearly equal amplitudes and ε is small, the pure value is near 2 as well, as 1 + 2αβ/(α² + β²) shows, and it falls towards 1 as the population drifts. For Ψ_T = A + εS, O_mix still measures the energy bias of the node through (18), and within one pocket it is linear in the singlet admixture where VMC is quadratic. The linear terms of the two pockets have opposite signs and cancel for equal populations, so the population of each pocket should be recorded with it. For other trial functions O_mix ≠ 2 does not prove a nodal error. Take Ψ_T = A(1 + cg) with c > 0, g antisymmetric and positive where A is positive, and c|g| < 1. Its node is that of A, so the energy has no bias, but with Φ = A₊ equation (6) gives O_mix = 2/(1 + 2c∫A₊²g), which is below 2. For the helium triplet the problem disappears in the assignment N↑ = 2, N↓ = 0: there Ψ_T must be antisymmetric, the admixture εS is not admissible, P maps every pocket onto a mirror pocket of equal energy (a Ψ_T with extra nodes can have several such pairs, of different energies), and Ô = 2 on every admissible function.

Numbers as computed

```
hbar^2 = 1.112122e-68 J^2 s^2
lattice: largest deviation formula vs Pauli algebra = 5.5e-15 hbar^2
lattice Jastrow S^2: symmetric 0.000000, spin-dependent 0.004483 hbar^2
basis: s 0.004*2.3^k (k=0..17), p 0.4 1.2 3.6, d 1.5, in 1/a0^2; 1/a0^2 = 3.57106e+20 m^-2
CI singlet E = -12.65078 aJ, S^2 = 0.000000 hbar^2
CI triplet E = -9.48141 aJ, S^2 = 2.000000 hbar^2
CI gap = 3.16937 aJ = 19.782 eV
hbar/gap = 33.274 as
triplet M=1, empty sum: S^2 = 2.0 hbar^2
a = 3.77945e+10 m^-1, b = 2.64562e+10 m^-1
orbital overlap = 0.953653, <P12> = 0.909454
VMC S^2 formula = 0.090546 hbar^2
VMC S^2 sampled = 0.09050 +- 0.00029 hbar^2 (2000000 points)
ratio variance: sampled 0.1729, 1-<P>^2 = 0.1729
tau = 25 as: mixed 2.9447e-02, pure(tau/2) 2.9447e-02, pure(tau) 1.1524e-02 hbar^2
tau = 50 as: mixed 1.1524e-02, pure(tau/2) 1.1524e-02, pure(tau) 2.0790e-03 hbar^2
tau = 100 as: mixed 2.0790e-03, pure(tau/2) 2.0790e-03, pure(tau) 8.5198e-05 hbar^2
decay time of mixed, 450-500 as window = 33.07 as
extrapolated 2*mixed-VMC at 500 as = -0.09055 hbar^2
grid radius = 1.5875e-09 m, 160 intervals
s-wave singlet: grid -12.5550, h->0 -12.5518, s-only CI -12.5518 aJ
s-wave triplet: grid -9.4822, h->0 -9.4792, s-only CI -9.4792 aJ
s-wave grid gap = 3.07282 aJ
eps = 0.05: VMC S^2 = 1.99501 hbar^2
larger pocket:  E = -9.55079 aJ, E_T-E = 0.06860 aJ
smaller pocket: E = -9.43955 aJ, E_T-E = -0.04264 aJ
mixed S^2: larger 1.95535, smaller 2.02775 hbar^2
mixed S^2 larger pocket, 80 intervals = 1.95533 hbar^2
larger pocket: extrapolated 1.91569, pure 0.99790 hbar^2
population transfer time hbar/(E- - E+) = 0.948 fs
<A+|S> = 0.16824, <A+|A> = 0.50000
slope of 2-mixed: formula 0.6730, at eps=0.0005 0.6745 hbar^2
eps = 0, amplitudes 1.0, 0.5: pure 1.80000, mixed 2.00000 hbar^2
```
